# Choosing the Number of Beads for a Tunnelling Dipole's Static Susceptibility

## The decision: how many beads

A path-integral calculation of a tunnelling ion asks for the number of beads \(P\), the slices into which imaginary time is cut. The cost of a sweep grows with \(P\). Too small a \(P\) gives a susceptibility that is wrong by an amount no further sampling removes. For the example below, at 5 K, 16 beads give an error of 4.7% and 64 beads 0.43%, relative to the converged value. This guide derives that error, shows how to estimate it from two runs, and describes moves that sample both wells.

The model is one ion of mass \(m\) and charge \(q\) on one axis,
\[
H=T+V-fx,\quad T=\frac{p^2}{2m},\quad V=B\left(\frac{x^2}{a^2}-1\right)^2,\quad f=qE .
\]
The wells lie at \(\pm a\), the barrier is \(B\), and \(E\) is the local field at the ion. Let \(\beta=1/kT\) and \(\varepsilon=\beta/P\). Primes on \(V\) are derivatives in \(x\).

## The reference value

The isothermal susceptibility is \(\chi=-\partial^2F/\partial E^2\) at \(E=0\), with \(F=-\beta^{-1}\ln Z\) and \(Z=\sum_k e^{-\beta E_k}\). Differentiating twice in \(f\), with \(p_k=e^{-\beta E_k}/Z\), gives
\[
\frac{\chi}{q^2}=-\sum_k p_k\frac{\partial^2E_k}{\partial f^2}+\beta\sum_k p_k\left(\frac{\partial E_k}{\partial f}\right)^2-\beta\left(\sum_k p_k\frac{\partial E_k}{\partial f}\right)^2 .
\]
Perturbation theory in \(-fx\) gives \(\partial E_k/\partial f=-x_{kk}\), which vanishes here by parity, and \(\partial^2E_k/\partial f^2=-2\sum_{l\ne k}|x_{kl}|^2/(E_l-E_k)\). Averaging the double sum with its copy in which \(k\) and \(l\) are exchanged yields
\[
\chi=q^2\sum_{k\neq l}|x_{kl}|^2\frac{p_k-p_l}{E_l-E_k}.
\]
Diagonalizing \(H\) in an oscillator basis supplies everything on the right.

When the lowest two levels, split by \(\Delta\), dominate, \(p_0-p_1=\tanh(\beta\Delta/2)\). The two orderings of the pair contribute equally, so
\[
\chi\simeq\frac{2q^2x_{01}^2}{\Delta}\tanh\frac{\beta\Delta}{2}.
\]
For \(kT\gg\Delta\) this is the Curie law \(\beta q^2x_{01}^2\). For \(kT\ll\Delta\) it levels off at \(2q^2x_{01}^2/\Delta\), the plateau of an isolated quantum paraelectric dipole.

## What a run with P beads computes

The program replaces the Boltzmann operator by a symmetric product,
\[
Z_P=\mathrm{Tr}\left[e^{-\varepsilon V/2}e^{-\varepsilon T}e^{-\varepsilon V/2}\right]^P .
\]
Inserting positions between the factors, and using the Gaussian matrix element of \(e^{-\varepsilon T}\), gives a ring of beads with weight \(e^{-S}\):
\[
S=\sum_{i=1}^{P}\left[\frac{(x_i-x_{i+1})^2}{2v}+\varepsilon V(x_i)\right],\qquad v=\frac{\hbar^2\varepsilon}{m},\quad x_{P+1}=x_1 .
\]
A field adds \(\varepsilon f\sum_i x_i=\beta f\bar x\) to the exponent, where \(\bar x\) is the mean bead position. Two derivatives of \(\beta^{-1}\ln Z_P\) therefore give
\[
\chi_P=\beta q^2\left(\langle\bar x^2\rangle-\langle\bar x\rangle^2\right)=\beta q^2\langle\bar x^2\rangle .
\]
The last step uses parity. In a run, set \(\langle\bar x\rangle\) to zero rather than subtracting a sampled mean: a path that never left one well would otherwise lose the Curie part of its response.

For \(P=1\) the link term vanishes and \(\chi_1\) is the classical susceptibility.

## Why the error is second order

Write \(A=-\varepsilon V\) and \(C=-\varepsilon T\). The terms of \(e^{A/2}e^{C}e^{A/2}\) up to second order agree with those of \(e^{A+C}\). At third order the product contains
\[
\frac{A^3+C^3}{6}+\frac{A^2C+2ACA+CA^2}{8}+\frac{AC^2+C^2A}{4}.
\]
Subtracting \((A+C)^3/6\) leaves the cubic term of the logarithm,
\[
-\frac{A^2C-2ACA+CA^2}{24}+\frac{AC^2-2CAC+C^2A}{12}
=-\frac{[A,[A,C]]}{24}+\frac{[C,[C,A]]}{12}.
\]
Changing the sign of \(\varepsilon\) inverts the product, so its logarithm is odd in \(\varepsilon\) and has no fourth-order term. The product is thus \(\exp[-\varepsilon(H+\varepsilon^2H_2+O(\varepsilon^4))]\), with
\[
H_2=-\frac{[V,[V,T]]}{24}+\frac{[T,[T,V]]}{12}.
\]
From \([V,p]=i\hbar V'\) follows \([V,T]=i\hbar(V'p+pV')/2m\). A second commutator gives \([V,[V,T]]=-\hbar^2V'^2/m\), and so
\[
H_2=\frac{\hbar^2V'^2}{24m}+\frac{[T,[T,V]]}{12}.
\]

To first order in a perturbation, the free energy changes by the perturbation's thermal mean, because the trace is cyclic. The same cyclicity gives \(\langle[H,Y]\rangle=0\). With \(Y=[T,V]\),
\[
\langle[T,Y]\rangle=-\langle[V,Y]\rangle=\langle[V,[V,T]]\rangle=-\frac{\hbar^2}{m}\langle V'^2\rangle .
\]
The two parts of \(H_2\) combine as \(1/24-1/12=-1/24\):
\[
F_P=F-\frac{\varepsilon^2\hbar^2}{24m}\langle V'^2\rangle+O(\varepsilon^4).
\]
In a field, \(V'\) becomes \(V'-f\). Applying \(-q^2\partial^2/\partial f^2\) gives the result that governs the setting:
\[
\chi_P=\chi+\frac{K}{P^2}+O(P^{-4}),\qquad
K=\frac{q^2\beta^2\hbar^2}{24m}\,\frac{d^2}{df^2}\left\langle(V'-f)^2\right\rangle_f\Big|_{f=0}.
\]

The expansion holds at fixed temperature for a smooth confining potential; it is formal, since \(T\) and \(V\) are unbounded, and is tested numerically below. An attractive Coulomb singularity lies outside it. The sign of \(K\) is not fixed by the derivation, so convergence from above in one case does not promise it in another.

## Which part of the potential costs beads

In a harmonic well \(V=\kappa x^2/2\), substitute \(x_i=y_i+f/\kappa\). The links are unchanged, and each bead's potential becomes \(\kappa y_i^2/2-f^2/2\kappa\). Hence \(Z_P(f)=Z_P(0)e^{\beta f^2/2\kappa}\) and \(\chi_P=q^2/\kappa\) for every \(P\). A harmonic test therefore says nothing about whether \(P\) suffices for this quantity; the error comes from anharmonicity.

For deep wells its size can be estimated. Suppose \(kT\ll\hbar\omega\), so each well is in its ground state, but \(kT\gg\Delta\). In one well \(V''(a)=8B/a^2=m\omega^2\) and \(V'''(a)=24B/a^3\). The mean force vanishes, which for a bead of variance \(\sigma^2\) and mean displacement \(\delta\) reads
\[
V''\delta+\tfrac12V'''\sigma^2=0\quad\Rightarrow\quad\delta=-\frac{3\sigma^2}{2a}.
\]
Zero-point motion pushes the mean position inward, so \(\chi\simeq\beta q^2(a+\delta)^2\simeq\beta q^2a^2(1-3\sigma^2/a^2)\).

The variance depends on the slicing. The Fourier modes of a harmonic ring have stiffness \(\varepsilon\kappa+(4/v)\sin^2(\theta/2)\), with \(\theta=2\pi k/P\). For \(\beta\hbar\omega\gg1\) the mode sum becomes an integral:
\[
\sigma_P^2=\int_0^{2\pi}\frac{d\theta}{2\pi}\,\frac{1}{\varepsilon\kappa+\frac4v\sin^2\frac\theta2}
=\frac{1}{\sqrt{\varepsilon\kappa(\varepsilon\kappa+4/v)}}
=\frac{\hbar}{2m\omega}\,\frac{1}{\sqrt{1+(\varepsilon\hbar\omega)^2/4}} .
\]
Too few beads make the path too narrow, the inward shift too small and \(\chi_P\) too large. Since \(\hbar^2/ma^2=(\hbar\omega)^2/8B\), the converged value of \(3\sigma^2/a^2\) is \(3\hbar\omega/16B\). Expanding the square root for small \(\varepsilon\hbar\omega\) gives
\[
\frac{\chi_P-\chi}{\chi}\approx\frac{3}{128}\,\frac{\hbar\omega}{B}\,(\varepsilon\hbar\omega)^2 .
\]
This is a leading estimate for deep wells in the stated temperature window. It shows that the well quantum, not the much smaller tunnel splitting, sets the slice thickness there.

## Moves that reach both wells

**Bridge moves.** Hold some beads as anchors and redraw those between them from the free-link distribution conditioned on the anchors. For beads \(i\le j\) inside a segment of \(L\) links, the mean is the straight line between the anchors and the covariance is \(v\,i(L-j)/L\). The proposal already carries the link weights, so the Metropolis acceptance is \(\min(1,e^{-\varepsilon\Delta\sum V})\). Random rotation of the ring changes which beads are anchors.

**Sign moves.** Write \(x_i=s_i|x_i|\). As \(V\) is even, for fixed magnitudes the signs enter through the link factors \(e^{Js_is_{i+1}}\), with \(J=|x_ix_{i+1}|/v\). Each factor splits as
\[
e^{Jss'}=e^{-J}+(e^{J}-e^{-J})\,\delta_{ss'} .
\]
Read the first term as an open bond and the second as a closed one. Given the signs, a bond between equal signs is open with probability \(e^{-J}/e^{J}=e^{-2J}\), and a bond between unequal signs is open. Given the bonds, the weight demands equal signs within a connected cluster and is otherwise indifferent, so each cluster receives a random sign. Both steps draw from conditional distributions of one joint weight, and therefore preserve the path distribution. A bias field or an asymmetric well breaks the evenness, and this form of the move is then invalid.

**A check and a smaller error bar.** Shift all beads together. The integral of a total derivative vanishes, so \(\int\sum_i\partial_i(\bar x e^{-S})=0\). Here \(\sum_i\partial_i\bar x=1\); the links do not change under the shift, and \(\sum_i\partial_iS=\beta\,\overline{V'}\), the bar denoting the bead average. Hence, at every \(P\),
\[
\beta\langle\bar x\,\overline{V'}\rangle=1 .
\]
The quantity \(D=\beta\bar x\,\overline{V'}-1\) has zero mean, and \(\beta q^2\bar x^2-cD\) has the same mean as \(\beta q^2\bar x^2\) for any constant \(c\). The variance is least for \(c=\mathrm{cov}(\beta q^2\bar x^2,D)/\mathrm{var}(D)\). Estimating \(c\) from the same data adds a bias that falls with the inverse number of independent walkers.

## Worked example at 5 K

Take \(m=7\) u, \(a=0.07\) nm, \(B=15\) meV and \(q=e\). Then \(\hbar^2/m=0.005972\) meV nm² and
\[
\hbar\omega=\sqrt{\frac{8\times15}{0.07^2}\times0.005972}=12.09\ \text{meV}.
\]
Diagonalization gives \(\Delta=0.0955\) meV, \(x_{01}=0.0635\) nm and \(\chi=9.379\) e nm²/V. A finite-field derivative gives 9.379 as well. With \(kT=0.4309\) meV, the Curie term is \(0.06349^2/0.0004309=9.355\) e nm²/V. The factor \(\tanh(y)/y\) at \(y=\Delta/2kT=0.111\) lowers it by 0.4%, to 9.32; higher levels supply the remainder. The classical value is 11.29, 20% above the quantum one. At this temperature most of that difference is zero-point contraction of the dipole, not tunnelling.

The finite-\(P\) average can also be found without sampling. On a position grid, the matrix \(M\) of one slice gives \(\langle x_0x_j\rangle=\mathrm{Tr}(xM^jxM^{P-j})/\mathrm{Tr}M^P\), and summing over \(j\) gives \(\langle\bar x^2\rangle\). This transfer matrix separates slicing error from noise. Susceptibilities are in e nm²/V:

| P | transfer matrix | Monte Carlo | bias |
|---|---|---|---|
| 16 | 9.8176 | 9.8174 ± 0.0032 | 4.67% |
| 32 | 9.5242 | 9.5199 ± 0.0031 | 1.54% |
| 64 | 9.4194 | 9.4222 ± 0.0030 | 0.43% |

The bias is the transfer-matrix value relative to diagonalization. The sampled values agree with the transfer matrix within 1.4 standard errors. The shift identity holds within one standard error in each run, and its use as a control variate halves the error bar, which is worth about four times the sampling.

The order, \(\log_2\) of the ratio of successive biases, needs care. From 16 to 32 beads Monte Carlo gives 1.64 ± 0.03, and from 32 to 64 it gives 1.72 ± 0.11; the transfer matrix gives 1.60 and 1.86. These runs are not yet in the asymptotic range: at \(P=16\), \(\varepsilon\hbar\omega=12.09/(16\times0.4309)=1.75\). The sampled data exclude a bias simply proportional to \(1/P\) over this range, but do not by themselves establish an asymptotic order of two. The transfer matrix does so between 128 and 256 beads, where the order is 1.989 and \(P^2(\chi_P-\chi)/K=0.998\), with \(K=169.7\) e nm²/V from diagonalization in a field.

The deep-well estimate at \(P=64\), where \(\varepsilon\hbar\omega=0.4385\), is
\[
\frac{3}{128}\times\frac{12.09}{15}\times0.4385^2=0.36\%,
\]
against 0.44% from \(K/P^2\). The simple picture accounts for about four fifths of the leading error. Most of the rest is the factor \(1-3\hbar\omega/16B=0.85\), dropped when dividing by \(\chi\); keeping it gives 0.43%.

## Setting P in practice

If \(K\) is known, a relative bias \(\eta\) needs \(P\approx\sqrt{K/\eta\chi}\). Here 1% requires \(\sqrt{169.7/(0.01\times9.379)}\approx43\) beads, and 0.1% about 135.

Usually \(K\) is unknown. Run \(P\) and \(2P\) at the same temperature. Since \(\chi_P-\chi_{2P}\approx K/P^2-K/4P^2=3K/4P^2\), the remaining bias at \(2P\) is one third of the difference. The Monte Carlo pair 32 and 64 gives \((9.5199-9.4222)/3=0.033\pm0.001\) e nm²/V. The true bias is \(9.4194-9.3794=0.040\), so the estimate is about a fifth low. The transfer-matrix values of the same pair give \((9.5242-9.4194)/3=0.035\), so about two thirds of the shortfall arises because the pair is slightly too coarse, and the rest is sampling noise.

The same pair can be extrapolated. In \((4\chi_{2P}-\chi_P)/3\) the \(P^{-2}\) terms cancel, while a term \(R/P^4\) leaves \((4/16-1)R/3P^4=-R/4P^4\). Equal independent errors grow by \(\sqrt{17}/3=1.37\). The result is 9.390 ± 0.004 e nm²/V, which lies 0.010 above diagonalization. Of this, 0.005 is the remaining bias found by the transfer matrix, and the other 0.005 is 1.3 standard errors. Extrapolation has cut the bias from 0.040 to 0.005 without a run at larger \(P\).

Compare bias and noise before buying more samples. At \(P=64\) the bias is 13 times the statistical error, so longer sampling without extrapolation would sharpen a wrong number.

## Going to lower temperature

Keeping the slice thickness fixed means \(P\propto1/T\). With \(PT=320\) K, and susceptibilities in e nm²/V:

| T (K) | P | χ | classical | bias |
|---|---|---|---|---|
| 10 | 32 | 4.735 | 5.601 | 0.41% |
| 5 | 64 | 9.379 | 11.29 | 0.43% |
| 2 | 160 | 22.87 | 28.35 | 0.48% |
| 1 | 320 | 42.57 | 56.78 | 0.63% |
| 0.5 | 640 | 67.89 | 113.6 | 1.03% |

Fixed thickness keeps the relative bias nearly constant down to 2 K, but not below. The two-level formula suggests why. With \(y=\Delta/2kT\),
\[
\frac{\partial\ln\chi}{\partial\ln\Delta}=-1+\frac{2y}{\sinh2y}\equiv-g(y).
\]
In the Curie regime \(g\to0\), and an error in the splitting hardly matters; on the plateau \(g\to1\). At 0.5 K, \(y=1.11\) and \(g=0.51\). If slicing lowers \(\Delta\) by 1.2% and adds a constant 0.42% through \(x_{01}\), the bias is \(0.42+1.2\,g\) percent. These two constants are fitted to the rows at 5 and 0.5 K. They then give 0.63% at 1 K, where \(g=0.18\), and 0.48% at 2 K, where \(g=0.05\), as tabulated. The reading is an inference from the table; the sliced splitting was not computed separately. In this example, going from 5 to 0.5 K at equal accuracy takes about \(\sqrt{1.030/0.4255}\approx1.56\) times as many beads as \(P\propto1/T\) suggests.

## The model beside a real defect

The splitting is of the size found for a lithium ion replacing potassium in KCl, which sits off centre in one of eight wells along the body diagonals and has a tunnel splitting of order 0.1 meV. If the potential is a sum of three double wells, \(Z\) factorizes and the linear response on each axis is that computed here; a three-dimensional diagonalization reproduces it. The distance, barrier and charge are inputs, not calculated properties of KCl. The charge enters only as a factor, \(\chi\propto q^2\), while the distance and barrier also change the levels. With \(q=e\) the dipole along a body diagonal is \(\sqrt3\,e\,x_{01}=0.11\) e nm, or 5.3 D. A real defect may have a different effective charge, and the pair energy and permittivity change below also scale as \(q^2\), so those figures describe the model and are not predictions for KCl.

At 5 K, the effect of coupling the axes depends on its form: a term \(x^2y^2/a^4\) with coefficient 1.5 meV on each pair of axes pulls the wells inward and lowers \(\chi\) by about 12%. The following changes, made one at a time, move \(\chi\) little: a coupling \(G(x^2/a^2-1)(y^2/a^2-1)\) on each pair of axes, which vanishes at the minima, by +1.5% for \(G=1.5\) meV, a well asymmetry of 0.1 meV by −1.1%, and a field of 0.01 MV/cm lowers the response ratio by 0.7%. A 10% heavier mass, a stand-in for lattice dragging, raises \(\chi\) by 1.4% but cuts the splitting by 28%. On the plateau, where \(\chi\propto1/\Delta\), that cut alone would raise \(\chi\) by about 40%. Phonon damping is not included.

At \(n=10^{18}\) defects per cm³ the spacing \(n^{-1/3}\) is 10 nm, and the dipole pair energy at that distance, screened by the host permittivity alone, is about 0.004 meV. The local-field factor of 4.7 found below raises it to about 0.018 meV. Randomly placed defects have nearer neighbours: the mean nearest-neighbour distance is \(0.554\,n^{-1/3}=5.5\) nm, where the energy, growing as \(1/r^3\), is about 0.11 meV. That is a quarter of \(kT\) at 5 K but slightly more than \(\Delta\), so in this model, with the full Lorentz factor, the single-ion plateau cannot be expected to survive unchanged at this density. Without that factor the energy is about a quarter of \(\Delta\). The energy is proportional to \(n\); at \(10^{16}\) defects per cm³ it is about 1% of \(\Delta\). The permittivity change \(n\chi/\epsilon_0\) is 0.17 if the local and macroscopic fields are equal. They are not in a polarizable host. Differentiating the Clausius–Mossotti relation \((\epsilon_r-1)/(\epsilon_r+2)=\sum n\alpha/3\epsilon_0\) multiplies the change by \((\epsilon_r+2)^2/9\), which is 4.7 for a rough host permittivity of 4.5. The estimate becomes 0.8 to first order, or 0.9 if the relation is solved without linearizing, provided the Lorentz field applies at the off-centre site and 5.3 D is the bare dipole. The dipole seen by the applied field is then \(5.3\,(\epsilon_r+2)/3\approx11\) D, about twice the 5 to 6 D reported for lithium in KCl before any local-field correction. For a dipole of that reported size the factor is already included, and the change is near 0.2. This correction far exceeds the slicing error at any \(P\) tabulated here: beads converge the model's answer, not the model. The program's figures are in the numerical output below.

## Values computed for the example and the checks

```
hbar^2/m = 0.005972 meV nm2 for mass 7 u
a = 0.07 nm, B = 15.0 meV, T = 5.0 K, kT = 0.4309 meV
well quantum hbar*omega = 12.093 meV
tunnel splitting = 0.0955 meV, next level at 8.548 meV
|x01| = 0.06349 nm
chi (diagonalization) = 9.3794 e nm2/V
chi (finite field) = 9.3792 e nm2/V
K = 169.669 e nm2/V
P=16: transfer chi_P = 9.8176 e nm2/V, bias 4.6716 %
P=32: transfer chi_P = 9.5242 e nm2/V, bias 1.5429 %
P=64: transfer chi_P = 9.4194 e nm2/V, bias 0.4255 %
P=128: transfer chi_P = 9.3897 e nm2/V, bias 0.1094 %
P=256: transfer chi_P = 9.3820 e nm2/V, bias 0.0276 %
order from P=128,256: 1.9894; P^2 bias/K = 0.9982
F_P-F at P=256: -0.002671 meV, predicted -0.002676 meV
harmonic well, P=16: chi_P*stiffness = 1.00000000
MC P=16: 9.8174 +- 0.0032 e nm2/V (plain error 0.0066)
  acceptance 0.705, shift identity - 1 = 0.0429 +- 0.0525
MC P=32: 9.5199 +- 0.0031 e nm2/V (plain error 0.0060)
  acceptance 0.663, shift identity - 1 = 0.0293 +- 0.0467
MC P=64: 9.4222 +- 0.0030 e nm2/V (plain error 0.0062)
  acceptance 0.660, shift identity - 1 = 0.0109 +- 0.0476
MC order P=16->32: 1.641 +- 0.033, transfer 1.598
MC order P=32->64: 1.716 +- 0.105, transfer 1.859
MC extrapolated = 9.3896 +- 0.0041 e nm2/V
remaining bias of extrapolation = 0.00497 e nm2/V
T (K), chi, classical chi (e nm2/V), P, bias %, K/P^2 %
 0.5   67.8882  113.6424  640   1.0297   1.0802
 1.0   42.5736   56.7801  320   0.6314   0.6602
 2.0   22.8693   28.3487  160   0.4768   0.4962
 5.0    9.3794   11.2889   64   0.4255   0.4416
10.0    4.7353    5.6005   32   0.4141   0.4297
3D separable chi / 1D chi = 1.000000
axis coupling 1.50 meV: chi changes 1.509 %
mass +10 %: splitting -28.49 %, chi 1.405 %
well asymmetry 0.1 meV: chi changes -1.087 %
field 0.01 MV/cm: <x>/(chi f) - 1 = -0.709 %
density 1e+18 cm-3, spacing 10.00 nm, pair energy 0.00387 meV
permittivity change, no local-field factor = 0.1697
rough host permittivity 4.5: Lorentz factor squared = 4.69
```
